# Sheet Carrier Density from a Hall Voltage

## Problem

A thin conducting film has the shape of a long bar. A current of 1 mA flows along it, and a magnetic field of 0.5 T stands perpendicular to its plane. A voltmeter that draws no current, connected to two directly opposite points on the long edges, shows a Hall voltage of 1 mV. What is the number of mobile carriers per unit area of the film?

The film is uniform along its length and width. Its carriers all have the same charge, of magnitude $e$, the same mass and the same scattering time. Neither the width of the bar, nor its thickness, nor the scattering time is given.

The sheet density $n_s$ counts all the carriers beneath a unit area of surface, whatever their depth. If $n(z)$ is the number per unit volume at depth $z$ and $t$ is the thickness,

$$n_s=\int_0^t n(z)\,dz .$$

## First estimate by scaling

Suppose that the answer depends on the current $I$, the field $B$, the Hall voltage $V_H$ and the elementary charge $e$, and on nothing else. Write it as a product of powers,

$$n_s = C\, I^a B^b V_H^c e^d ,$$

with $C$ a pure number. The units are C/s for $I$, V s/m$^2$ for $B$, V for $V_H$ and C for $e$. The left side has the unit m$^{-2}$. Comparing the powers of each unit gives

- metre: $-2b=-2$, so $b=1$;
- second: $-a+b=0$, so $a=1$;
- volt: $b+c=0$, so $c=-1$;
- coulomb: $a+d=0$, so $d=-1$.

Hence

$$n_s = C\,\frac{I B}{e V_H}.$$

From here on the algebra is in atomic units, where $e=\hbar=m_e=1$ and lengths are measured in bohr. The estimate becomes $n_s=C\,IB/V_H$. The atomic unit of magnetic field used here belongs to the force law $q(\mathbf E+\mathbf v\times\mathbf B)$, with no factor of the speed of light.

In these units the data are roughly $I\approx0.15$, $B\approx2\times10^{-6}$ and $V_H\approx4\times10^{-5}$. With the guess $C\approx1$,

$$n_s\approx\frac{0.15\times2\times10^{-6}}{4\times10^{-5}}=0.0075$$

carriers per square bohr. A bohr is about 0.5 Å, so a square bohr is about 0.25 Å$^2$, and the estimate is $0.0075/0.25=0.03$ carriers per Å$^2$.

Two things remain open. Scaling does not give the value of $C$. It also does not justify leaving out the width $W$ and the scattering time $\tau$. If $\tau$ and the carrier mass $m$ are admitted, for example, the combination $eB\tau/m$ has no unit, and $C$ could be any function of it. In atomic units, with $m=1$, this combination is written $B\tau$. The motion of the carriers has to settle both points.

## Exact solution

### Current and drift velocity

Let $x$ point along the current, $y$ across the bar and $z$ along the magnetic field. Each carrier has charge $q$, equal to $-1$ for electrons and $+1$ for holes. Its mean velocity is $\mathbf v$.

Draw a line over the full width. Random motion takes equal numbers of carriers across it in both directions and cancels on average, so only the mean velocity counts. The net number that crosses in a time $\Delta t$ is the number found within a distance $|v_x|\Delta t$ on one side of the line. This strip has the area $W|v_x|\Delta t$ and holds $n_sW|v_x|\Delta t$ carriers. Each carries one unit of charge, and therefore

$$I=n_s W |v_x| .$$

The current per unit width is $j_x=q n_s v_x$. It is positive for both kinds of carrier, because electrons move towards negative $x$ when the current flows towards positive $x$.

### Balance across the bar

Scattering is described by a friction force $-\mathbf v/\tau$, with the carrier mass set to 1. In the steady state a different mass $m$ would merely replace $\tau$ by $\tau/m$. Since $\mathbf B$ points along $z$, the product $\mathbf v\times\mathbf B$ has the components $v_yB$ and $-v_xB$ in the plane. The equations of motion are

$$\frac{dv_x}{dt}=q(E_x+v_yB)-\frac{v_x}{\tau},$$

$$\frac{dv_y}{dt}=q(E_y-v_xB)-\frac{v_y}{\tau}.$$

When the current is switched on, the magnetic force pushes carriers sideways. They cannot leave through the edges, so charge builds up, most densely near the edges, and produces a field $E_y$ that opposes the sideways flow. The charging stops when the transverse current $j_y=qn_sv_y$ is zero. All carriers have the same mean velocity, so this means $v_y=0$.

In the steady state $dv_y/dt=0$ as well. The second equation then reduces to $q(E_y-v_xB)=0$, or

$$E_y=v_xB .$$

The friction force has dropped out because it acts along the velocity, and the velocity has no $y$ component. This is why $\tau$ does not enter the result.

### The density

Far from the ends of a uniform bar, $v_x$ is the same at every point across the width, and so is $E_y=v_xB$. The Hall voltage is then the magnitude of the transverse field times the width:

$$V_H=|E_y|W=|v_x|\,B\,W .$$

The expression for the current gives $|v_x|W=I/n_s$. Inserting this,

$$V_H=\frac{IB}{n_s},\qquad\text{so}\qquad n_s=\frac{IB}{V_H}.$$

The width has cancelled too. At fixed current a bar twice as wide has half the drift velocity and half the Hall field, but the field acts over twice the distance.

The thickness is absent because the current depends on the depth-integrated density. This remains true when the density varies with depth, provided that $\tau$ does not. All layers then have the same $v_x$, one value of $E_y$ balances the magnetic force in each of them, and their densities simply add.

### The sign

Substituting $v_x=j_x/(qn_s)$ into $E_y=v_xB$ gives

$$E_y=\frac{j_xB}{q\,n_s}.$$

The Hall field is positive for holes and negative for electrons. The magnetic force explains this. Its $y$ component is $-qv_xB=-j_xB/n_s$, which is the same for both signs of charge. Electrons and holes are thus driven to the same edge, and they charge it with opposite signs. If only one kind of carrier is present, with one constant mass and one scattering time, the polarity of the voltage identifies it, and the magnitude gives its density. A constant mass means a parabolic band. In a band filled far from its edge the rule fails: for a single tight-binding band on a square lattice with constant $\tau$, $IB/V_H$ is about 1.2 times the electron density at 0.6 electrons per site, and the polarity reverses above half filling.

### Numbers

The atomic units of current, magnetic field and voltage are $6.62362\times10^{-3}$ A, $2.35052\times10^{5}$ T and $27.21139$ V. Dividing the data by them gives

$$I=\frac{1.0\times10^{-3}}{6.62362\times10^{-3}}=0.150975,$$

$$B=\frac{0.5}{2.35052\times10^{5}}=2.12719\times10^{-6},$$

$$V_H=\frac{1.0\times10^{-3}}{27.21139}=3.67493\times10^{-5}.$$

The sheet density is

$$n_s=\frac{0.150975\times2.12719\times10^{-6}}{3.67493\times10^{-5}}=8.739\times10^{-3}$$

per square bohr. With 1 bohr equal to 0.529177 Å, a square bohr is 0.28003 Å$^2$, and

$$n_s=\frac{8.739\times10^{-3}}{0.28003}\ \text{Å}^{-2}=0.0312\ \text{Å}^{-2}.$$

One centimetre is $10^8$ Å, so 1 Å$^{-2}$ equals $10^{16}$ cm$^{-2}$. The answer is

$$n_s=3.12\times10^{14}\ \text{cm}^{-2},$$

or $3.1\times10^{14}$ cm$^{-2}$ to two figures. The further digits in the intermediate steps serve the arithmetic. The accuracy of a real result is set by the three readings. For small errors,

$$\frac{\Delta n_s}{n_s}=\frac{\Delta I}{I}+\frac{\Delta B}{B}-\frac{\Delta V_H}{V_H},$$

so a voltage reading that is 1% too high makes the density about 1% too low.

### Reading the numbers

There is one carrier for every 32 Å$^2$ of surface, the area of a square with a side of 5.7 Å. This is not the distance between neighbouring carriers in the film, since carriers at all depths are projected onto the same plane. The mean volume density is $n_s/t$ and requires the thickness.

To see the size of the drift, choose a width of $10^7$ Å. The Hall field is then

$$|E_y|=\frac{10^{-3}\ \text{V}}{10^7\ \text{Å}}=10^{-10}\ \text{V/Å}.$$

One tesla is 1 V s/m$^2$, or $10^{-20}$ V s/Å$^2$. The drift speed follows from the transverse balance:

$$|v_x|=\frac{|E_y|}{B}=\frac{10^{-10}}{0.5\times10^{-20}}\ \text{Å/s}=2\times10^{10}\ \text{Å/s}.$$

The electrostatic energy of a carrier differs by $eV_H=0.001$ eV between the two edges. This difference does not drive a transverse current, because the magnetic force balances the electric one at every point across the bar.

The result was tested by integrating the equations of motion in time, with $E_y$ growing from the transverse current until that current vanished. For the density found above, the integration returns a Hall voltage of 1.000 mV. Further tests, with both signs of charge, two scattering times and layers of unequal density, also recover the density put in.

### When the scattering times differ

The step from $j_y=0$ to $v_y=0$ used the common scattering time. Suppose instead that there are several groups of carriers with the same charge $q$ and the same mass, with sheet densities $n_i$ and scattering times $\tau_i$. The transverse currents of the groups need to cancel in the sum, but not one by one.

Take a weak field, $B\tau_i\ll1$, and keep terms up to first order in $B$. Both $E_y$ and the transverse velocities $v_{yi}$ are of first order, so the term $v_{yi}B$ in the $x$ equation is of second order and is dropped. In the steady state,

$$v_{xi}=q\tau_iE_x .$$

The $y$ equation gives $v_{yi}=q\tau_i(E_y-v_{xi}B)$. Inserting $v_{xi}$ and using $q^2=1$,

$$v_{yi}=q\tau_iE_y-\tau_i^2BE_x .$$

Define $S_1=\sum_i n_i\tau_i$ and $S_2=\sum_i n_i\tau_i^2$. The condition $\sum_i n_iv_{yi}=0$ becomes

$$qE_yS_1=BE_xS_2,\qquad\text{so}\qquad E_y=qBE_x\frac{S_2}{S_1},$$

because $1/q=q$. The current per unit width is $j_x=q\sum_i n_iv_{xi}=E_xS_1$. Replacing $E_x$ by $j_x/S_1$,

$$E_y=qBj_x\frac{S_2}{S_1^2}.$$

The density that the simple formula would report is

$$n_{\rm app}=\frac{IB}{V_H}=\frac{j_xB}{|E_y|}=\frac{S_1^2}{S_2}.$$

To compare it with the true density $N=\sum_i n_i$, write out the double sum

$$\frac12\sum_{i,j}n_in_j(\tau_i-\tau_j)^2=NS_2-S_1^2 .$$

The left side cannot be negative, so $n_{\rm app}\le N$ in a weak field. Equality requires equal scattering times.

As an example, let half of the carriers have the time $\tau$ and the other half $3\tau$. Then

$$S_1=\frac N2(1+3)\tau=2N\tau,\qquad S_2=\frac N2(1+9)\tau^2=5N\tau^2,$$

$$\frac{n_{\rm app}}{N}=\frac{(2N\tau)^2}{N\times5N\tau^2}=\frac45 .$$

The formula reports a density 20% below the true one. In real semiconductors such a spread arises because $\tau$ depends on the carrier energy $E$. For a nondegenerate three-dimensional parabolic band in a weak field, $N/n_{\rm app}$ is 1.18 if $\tau\propto E^{-1/2}$ and 1.93 if $\tau\propto E^{3/2}$. Integrating the equations of motion for two such groups also gives the ratio 0.8000.

The transverse velocities show what happens. Here $E_y=\tfrac52qB\tau E_x$. The slow group has $v_y=(\tfrac52-1)\tau^2BE_x=\tfrac32\tau^2BE_x$, and the fast group has $v_y=(\tfrac{15}{2}-9)\tau^2BE_x=-\tfrac32\tau^2BE_x$. The Hall field is too strong for the slow carriers and too weak for the fast ones, and the two groups stream across the bar in opposite directions. Since no carrier leaves through the edges, this steady state requires that carriers can pass from one group to the other within a distance of the edges that is small compared with the width. Otherwise each group piles up at one edge until diffusion stops its transverse flow, and the ratio 4/5 no longer holds.

In the opposite limit, $B\tau_i\gg1$, friction is a small correction to the transverse balance, and every group approaches $v_{xi}=E_y/B$. Then $j_x=qNE_y/B$, and $IB/V_H$ tends to the true density $N$. This limit belongs to the classical model, which leaves out the quantization of the orbits. At the present field and for the free-electron mass, $B\tau=1$ would require $\tau=1/(2.127\times10^{-6})=4.7\times10^5$ atomic units of time, about 11 ps. For a mass $m$ the time is $m$ times this value. In either case the condition means a mobility of 20000 cm$^2$/(V s).

If electrons and holes are both present, the formula can fail completely. In a weak field the transverse current of one group is

$$q_in_iv_{yi}=n_i\tau_iE_y-q_in_i\tau_i^2BE_x .$$

For equal densities and equal times of the two kinds, the second terms cancel in the sum. The condition $j_y=0$ then gives $E_y=0$. The Hall voltage vanishes and $IB/V_H$ grows without limit, although the number of carriers is finite. Electrons and holes then stream together towards the same edge, so this steady state requires that they recombine near that edge and are generated near the other.

### When the contacts are not opposite

If one voltage contact is displaced by a distance $d$ along the bar, the reading also contains the longitudinal voltage $V_0=E_xd$, up to a sign. For a common scattering time, $v_y=0$ reduces the steady $x$ equation to $v_x=q\tau E_x$. With $v_x=j_x/(qn_s)$ this gives

$$E_x=\frac{j_x}{n_s\tau},$$

which does not contain $B$. Reversing the field at fixed current therefore reverses the Hall voltage and leaves $V_0$ unchanged. With the voltmeter connected so that the Hall part is positive for $+B$,

$$V(+B)=V_H+V_0,\qquad V(-B)=-V_H+V_0 .$$

Half the difference of the two readings is $V_H$.

Suppose that $V_0=0.2$ mV is added to the Hall voltage of the problem. The readings are 1.2 mV and $-0.8$ mV. The first alone would give $3.12\times10^{14}/1.2=2.60\times10^{14}$ cm$^{-2}$, which is 17% below the correct density. The half difference is $(1.2+0.8)/2=1.0$ mV and restores $3.12\times10^{14}$ cm$^{-2}$.

Field reversal does not cure a bar that is too short. A metallic current contact is nearly an equipotential, so $E_y$ is suppressed close to it. Voltage contacts placed there read too small a Hall voltage, and the density comes out too high. In a weak field the reading is about 83% of the full Hall voltage at half a width from a current contact, 96.5% at one width and 99.85% at two widths. The voltage contacts should therefore sit at least two widths away from both ends.

## Comparison

The scaling estimate was 0.03 Å$^{-2}$, and the solution is 0.0312 Å$^{-2}$. The estimate is about 4% low relative to the solution. Such close agreement is partly luck: the rounded data made the density per square bohr about 14% too low, and the rounded bohr made the area about 11% too small, so that most of the error cancelled in the quotient.

The scaling argument found the correct dependence on $I$, $B$ and $V_H$. The equations of motion add the value $C=1$ and the reason why $W$ and $\tau$ are absent: the width cancels between current and voltage, and friction has no transverse component.

They also show when the guess $C\approx1$ is less good. For the two groups with times in the ratio 1:3, the true density is $N=n_{\rm app}/0.8$, so $C=1.25$ in a weak field. The same three readings would then mean $3.12\times10^{14}/0.8=3.9\times10^{14}$ carriers per cm$^2$. The readings at a single weak field cannot distinguish this film from one with a common scattering time. The value $3.1\times10^{14}$ cm$^{-2}$ therefore rests on the assumption of a common scattering time as well as on the measured voltage. The numerical output below lists the values used.

## Values computed for the example and the checks

```
Current: 1.0 mA
Magnetic field: 0.5 T
Hall voltage: 1.0 mV
Hall energy difference e*V_H: 0.0010 eV
Atomic unit of current: 6.62362e-03 A
Atomic unit of magnetic field: 2.35052e+05 T
Atomic unit of voltage: 27.21139 V
Bohr radius: 0.529177 angstrom
Current: 1.50975e-01 atomic units
Magnetic field: 2.12719e-06 atomic units
Hall voltage: 3.67493e-05 atomic units
Sheet density: 8.73900e-03 per bohr^2
Sheet density: 0.03121 per angstrom^2
Sheet density: 3.121e+14 per cm^2
Sheet density, two figures: 3.1e+14 per cm^2
Area per carrier: 32.04 angstrom^2
Chosen width: 1.0e+07 angstrom
Hall field: 1.00e-10 V/angstrom
Drift speed: 2.000e+10 angstrom/s
Hall voltage from dynamics: 1.000000 mV
Two groups, ratio of times: 3.0
Two groups, apparent/true density, formula: 0.8000
Two groups, apparent/true density, dynamics: 0.8000
Contact offset: 0.2 mV
Reading at +B: 1.2 mV
Reading at -B: -0.8 mV
Density from +B reading alone: 2.601e+14 per cm^2
Half difference of readings: 1.0 mV
Density from half difference: 3.121e+14 per cm^2
```
